# When NOE Distances Are Not r^-6 Averages: Jumps Faster Than Tumbling

Suppose that two protons spend half their time 2.5 Å apart and half their time 4.0 Å apart, that the line joining them turns by 60° within the molecule at each jump, and that the jumps between the two arrangements are much faster than the tumbling of the molecule. If the measured nuclear Overhauser effect (NOE) is read as an \(r^{-6}\) average, the close arrangement comes out, in the limit of very fast jumps, with a population of 0.20 instead of 0.50. The data can be perfect; the averaging rule is wrong for this motion.

## The belief and its appeal

The belief is that a flexible proton pair has a cross-relaxation rate proportional to \(\langle r^{-6}\rangle\), whatever the speed of the motion. The argument for it is simple. A rigid pair has a rate proportional to \(r^{-6}\), each conformer is a rigid pair, and a quickly exchanging mixture shows the population average of its rates.

The weak point is the phrase "each conformer has a rate". A relaxation rate is a time integral over the memory of the dipolar interaction, and in a rigid molecule that memory lasts for the tumbling time. A conformer that lives for a much shorter time has no rate of its own to contribute.

## From the dipolar interaction to the rate

Let protons I and S be joined by a vector of length \(r\) and direction \(\mathbf u\). In angular frequency units the interaction is

\[
\frac{H}{\hbar}=\frac{K}{r^3}\left[\mathbf I\cdot\mathbf S-3(\mathbf I\cdot\mathbf u)(\mathbf S\cdot\mathbf u)\right],\qquad K=\frac{\mu_0\gamma^2\hbar}{4\pi}.
\]

Let \(\vartheta,\varphi\) be the polar angles of \(\mathbf u\) relative to the magnetic field. Then \(\mathbf I\cdot\mathbf u=I_z\cos\vartheta+\tfrac12\sin\vartheta\,(I_+e^{-i\varphi}+I_-e^{i\varphi})\), and likewise for S. The coefficients of three spin operators, apart from \(K/r^3\), are

- \(I_+S_-\): \(\tfrac12-\tfrac34\sin^2\vartheta=\tfrac14(3\cos^2\vartheta-1)=\tfrac12P_2(\cos\vartheta)\);
- \(I_+S_+\): \(-\tfrac34\sin^2\vartheta\,e^{-2i\varphi}\);
- \(I_+S_z\): \(-\tfrac32\sin\vartheta\cos\vartheta\,e^{-i\varphi}\), which is halved in size because \(S_z=\pm\tfrac12\).

For a weak fluctuating perturbation, the first-order amplitude of a transition is the time integral of its matrix element times a phase factor. Its mean square grows linearly in time, at a rate equal to twice the integral from 0 to \(\infty\) of the matrix element's correlation function times \(\cos\omega_{ab}\tau\), where \(\omega_{ab}\) is the transition frequency. This needs a correlation time much shorter than the inverse coupling.

Isotropic tumbling gives all five rank-2 angular functions the same normalized correlation function. I therefore write one function \(G(\tau)\), scaled so that \(G(0)=r^{-6}\) for a rigid pair, and

\[
J(\omega)=\int_0^\infty G(\tau)\cos\omega\tau\,d\tau .
\]

The isotropic averages are \(\langle P_2^2\rangle=\tfrac15\), \(\langle\sin^4\vartheta\rangle=\tfrac8{15}\) and \(\langle\sin^2\vartheta\cos^2\vartheta\rangle=\tfrac2{15}\). Hence

\[
W_0=2K^2\cdot\tfrac14\cdot\tfrac15\,J(0)=\tfrac{K^2}{10}J(0),
\]
\[
W_2=2K^2\cdot\tfrac9{16}\cdot\tfrac8{15}\,J(2\omega)=\tfrac{6K^2}{10}J(2\omega),
\]
\[
W_1=2K^2\cdot\tfrac9{16}\cdot\tfrac2{15}\,J(\omega)=\tfrac{3K^2}{20}J(\omega).
\]

Here \(\omega\) is the Larmor frequency. The shift difference of the protons is taken as negligible against the inverse tumbling time but large against the relaxation rates.

A flip-flop changes \(I_z\) in proportion to \(N_{\alpha\beta}-N_{\beta\alpha}=I_z-S_z\), and a double flip in proportion to \(N_{\alpha\alpha}-N_{\beta\beta}=I_z+S_z\). Single flips of I add \(-2W_1I_z\). For deviations from equilibrium,

\[
\frac{dI_z}{dt}=-W_0(I_z-S_z)-W_2(I_z+S_z)-2W_1I_z=-\rho I_z-\sigma S_z .
\]

Collecting terms gives \(\rho=W_0+2W_1+W_2\) and

\[
\sigma=W_2-W_0=\frac{K^2}{10}\left[6J(2\omega)-J(0)\right].
\]

No average over conformers has been taken yet. It enters through \(G(\tau)\).

## The correlation function of a jumping pair

Let the vector jump between sites 1 and 2, with lengths \(r_1,r_2\), populations \(p_1,p_2\), and directions \(\mathbf u_1,\mathbf u_2\) that enclose an angle \(\theta\) in a frame fixed in the molecule. The frame tumbles isotropically, independently of the jumps and alike in both sites.

Seen from the molecule, the field direction \(\mathbf b\) diffuses over a sphere with diffusion constant \(D\). With \(x=\mathbf b\cdot\mathbf u\), the Laplacian acts on \(P_2(x)\) as

\[
\frac{d}{dx}\left[(1-x^2)\,3x\right]=3-9x^2=-6P_2(x).
\]

The expected value of \(P_2(\mathbf b\cdot\mathbf u_j)\) after time \(\tau\) is therefore its initial value times \(e^{-6D\tau}=e^{-\tau/\tau_c}\), which defines \(\tau_c=1/(6D)\).

The average over the initial \(\mathbf b\) remains. Put \(\mathbf u_i\) along the polar axis, and let \(x=\mathbf b\cdot\mathbf u_i\) and \(c=\mathbf u_i\cdot\mathbf u_j\). Averaging over the azimuth of \(\mathbf b\) gives \((\mathbf b\cdot\mathbf u_j)^2\to x^2c^2+\tfrac12(1-x^2)(1-c^2)\), so

\[
P_2(\mathbf b\cdot\mathbf u_j)\to\tfrac14\left(9x^2c^2-3x^2-3c^2+1\right)=P_2(x)P_2(c).
\]

Multiplying by \(P_2(x)\) and averaging over \(x\) gives \(\tfrac15P_2(c)\). The scaling of \(G\) removes the factor \(\tfrac15\):

\[
G(\tau)=e^{-\tau/\tau_c}\sum_{i,j}p_iP_{ij}(\tau)\frac{P_2(\mathbf u_i\cdot\mathbf u_j)}{r_i^3r_j^3},
\]

where \(P_{ij}(\tau)\) is the probability of being in site \(j\) a time \(\tau\) after being in site \(i\).

Let \(k=k_{12}+k_{21}\) be the sum of the forward and backward jump rates. Since \(p_1=k_{21}/k\), the rate equation is \(dP_{i1}/d\tau=-k_{12}P_{i1}+k_{21}(1-P_{i1})=-k(P_{i1}-p_1)\). Its solution, with the matching one for site 2, is \(P_{ij}=p_j+(\delta_{ij}-p_j)e^{-k\tau}\). Inserting it gives

\[
G(\tau)=e^{-\tau/\tau_c}\left[A+(B-A)e^{-k\tau}\right],
\]
\[
B=\frac{p_1}{r_1^6}+\frac{p_2}{r_2^6}=\langle r^{-6}\rangle,\qquad
A=\frac{p_1^2}{r_1^6}+\frac{p_2^2}{r_2^6}+\frac{2p_1p_2P_2(\cos\theta)}{r_1^3r_2^3}.
\]

The addition theorem \(P_2(\mathbf u_i\cdot\mathbf u_j)=\tfrac{4\pi}5\sum_mY_{2m}(\mathbf u_i)Y_{2m}^*(\mathbf u_j)\) turns the double sum in \(A\) into a sum of squares:

\[
A=\frac{4\pi}{5}\sum_{m=-2}^{2}\left|\left\langle\frac{Y_{2m}(\mathbf u)}{r^3}\right\rangle\right|^2 .
\]

This is Tropp's result: average first, then square. The truth in the belief is visible too, since \(G(0)=B\) at any jump rate. The mean square interaction is an \(r^{-6}\) average, but the rate depends on how long each part of it persists.

## Two limits of one rate

Each exponential \(e^{-\tau/t}\) contributes \(t/(1+\omega^2t^2)\) to \(J(\omega)\). With \(1/\tau_e=1/\tau_c+k\),

\[
\sigma=\frac{K^2}{10}\left[A f(\tau_c)+(B-A)f(\tau_e)\right],\qquad f(t)=\frac{6t}{1+4\omega^2t^2}-t .
\]

A rigid pair has \(\sigma=(K^2/10)f(\tau_c)/r^6\). Calibration on a rigid pair in the same molecule therefore yields an apparent distance

\[
r_{\rm app}^{-6}=A+(B-A)\frac{f(\tau_e)}{f(\tau_c)} .
\]

If \(k\tau_c\ll1\), then \(\tau_e\approx\tau_c\) and, unless \(f(\tau_c)\) is close to zero, \(r_{\rm app}^{-6}\approx B\): the \(r^{-6}\) rule holds. If \(k\tau_c\gg1\), the second term loses its weight and \(r_{\rm app}^{-6}\approx A\), provided that \(|(B-A)f(\tau_e)|\ll|Af(\tau_c)|\). Both approximations fail near \(\omega\tau_c=\sqrt5/2\), where \(f(\tau_c)=0\): a rigid pair then has no NOE, and the calibration has no meaning. The affected range is wide. For the model treated below, at \(\omega\tau_c=1.0\) or \(1.3\), \(r_{\rm app}^{-6}\) still differs from \(B\) by about 20% at \(k\tau_c=0.05\) and from \(A\) by about 25% at \(k\tau_c=100\). For \(\omega\tau_c\) between \(\sqrt5/2\) and about 1.9, intermediate jump rates give \(\sigma\) the opposite sign to that of a rigid pair.

Averaging \(r^{-3}\) and ignoring direction is not a general cure. Because \(P_2\le1\), and because the variance of \(r^{-3}\) cannot be negative,

\[
A\le\langle r^{-3}\rangle^2\le\langle r^{-6}\rangle=B .
\]

The first equality requires \(P_2(\cos\theta)=1\) when both sites are populated, so the jump must leave the axis of the vector unchanged.

Reorientation alone is enough to mislead. Take \(r_1=r_2=r\), equal populations and \(\theta=90^\circ\), so that \(P_2=-\tfrac12\). Then \(B=r^{-6}\), but

\[
A=\left(\tfrac14+\tfrac14-\tfrac14\right)r^{-6}=\tfrac14r^{-6},\qquad r_{\rm app}=4^{1/6}r=2^{1/3}r .
\]

In the fast-jump limit, a pair that is 2.5 Å apart at all times appears to be 3.15 Å apart. An \(r^{-6}\) average always lies between the shortest and longest distances; Tropp's average need not.

## The numbers for the opening case

Take \(r_1=2.5\) Å, \(r_2=4.0\) Å, equal populations and \(\theta=60^\circ\), which gives \(P_2=-0.125\). These are round model parameters. The inverse sixth powers are \(4.096\times10^{-3}\) and \(0.244\times10^{-3}\) Å\(^{-6}\), and \((r_1r_2)^{-3}=1.000\times10^{-3}\) Å\(^{-6}\). Thus

\[
B=\tfrac12(4.096+0.244)\times10^{-3}=2.170\times10^{-3}\ \text{Å}^{-6},
\]
\[
A=\left[\tfrac14(4.096+0.244)-\tfrac12(0.125)(1.000)\right]\times10^{-3}=1.0225\times10^{-3}\ \text{Å}^{-6}.
\]

The corresponding distances are 2.78 Å for slow jumps and 3.15 Å for fast ones, a ratio of 1.13. The plain \(r^{-3}\) average gives 2.93 Å, which is neither. The sixth root makes the distance error look mild, although \(A\) is only 0.47 of \(B\). A population has no such protection. Setting \(A\) equal to \(p_1r_1^{-6}+(1-p_1)r_2^{-6}\) gives

\[
p_1=\frac{1.0225-0.244}{4.096-0.244}=0.20,
\]

against the true 0.50. This is the limiting value; at \(k\tau_c=50\) in the table below the same reading gives 0.185.

For a proton frequency of 600 MHz and \(\tau_c=5\) ns, \(\omega\tau_c=18.85\). The weak-coupling condition is well met: \(K/r_1^3\) is about \(4.8\times10^4\) s\(^{-1}\), and its product with \(\tau_c\) is about \(2\times10^{-4}\). The apparent distances below come from the full relaxation calculation, calibrated on a rigid 1.8 Å pair.

| \(k\) (s\(^{-1}\)) | \(k\tau_c\) | \(\sigma\) (s\(^{-1}\)) | \(r_{\rm app}\) (Å) |
|---|---:|---:|---:|
| \(10^6\) | 0.005 | −0.614 | 2.780 |
| \(10^8\) | 0.5 | −0.506 | 2.872 |
| \(10^9\) | 5 | −0.336 | 3.074 |
| \(10^{10}\) | 50 | −0.272 | 3.185 |
| \(10^{12}\) | 5000 | −0.290 | 3.151 |

The distance does not rise steadily to its limit; it overshoots at \(k=10^{10}\) s\(^{-1}\). The reason is the sign of \(f\), which is positive for \(\omega t<\sqrt5/2\approx1.12\) and negative above. Here \(\omega\tau_c=18.85\), while \(\omega\tau_e=18.85/(1+50)=0.37\), so the two terms of \(\sigma\) oppose each other. The fast term is −0.064 of the slow one, and \((1-0.064)^{-1/6}=1.011\) accounts for the extra 1%. At \(10^{12}\) s\(^{-1}\) the fraction has shrunk to −0.001.

The jump rate alone does not decide which average applies. In a small molecule with \(\tau_c=10\) ps, jumps at the same \(10^{10}\) s\(^{-1}\) have \(k\tau_c=0.1\). Since \(\omega\tau_c=0.038\) is small, \(f(t)\approx5t\) and

\[
r_{\rm app}^{-6}\approx A+\frac{B-A}{1+k\tau_c}.
\]

The full calculation gives 2.80 Å, close to the \(r^{-6}\) value. The same internal motion is slow beside one tumbling time and fast beside the other.

## What "slow" still requires

Even the \(r^{-6}\) limit has a lower boundary. When the conformers have different rates, one averaged set \(\rho,\sigma\) describes the spins at all mixing times only if exchange is much faster than relaxation. At \(k=10^6\) s\(^{-1}\) this is amply true, since \(\rho=0.62\) s\(^{-1}\). The magnetization passed from I to S in 0.3 s is then 0.154 of the initial amount, the same as from the averaged rate matrix.

At \(k=0.01\) s\(^{-1}\) each conformer builds up its own NOE, and the sum over both is 0.135, about 12% below the averaged-matrix value. The initial slope of the summed transfer is still \(-(p_1\sigma_1+p_2\sigma_2)\), where \(\sigma_i\) is the rigid-pair rate of site \(i\), and so still follows \(\langle r^{-6}\rangle\). The later curve does not follow from one averaged matrix.

These results also assume an isolated pair and tumbling that is independent of the jumps. If a jump changes the shape of the molecule enough to alter its tumbling, \(G(\tau)\) no longer factors as above, and the apparent distance need not follow from \(A\) or \(B\) in the two limits. The numerical output lists the remaining values for this model.

## Numbers as computed

```
site distances r1, r2 = 2.5, 4.0 angstrom
populations p1, p2 = 0.50, 0.50
angle between site directions = 60 degrees
P2(cos angle) = -0.1250
proton frequency = 600 MHz
tumbling time tau_c = 5.0 ns
omega*tau_c = 18.85
dipolar constant K = 7.5474e+05 angstrom^3/s
r1^-6 = 4.0960e-03 angstrom^-6
r2^-6 = 2.4414e-04 angstrom^-6
(r1 r2)^-3 = 1.0000e-03 angstrom^-6
slow average B = 2.1701e-03 angstrom^-6
plain <r^-3>^2 = 1.5850e-03 angstrom^-6
fast average A = 1.0225e-03 angstrom^-6
ratio A/B = 0.4712
distance from B = 2.779 angstrom
distance from plain <r^-3> = 2.929 angstrom
distance from A (Tropp) = 3.151 angstrom
Tropp distance over r^-6 distance = 1.1336
rigid reference distance = 1.8 angstrom
reference sigma = -8.3385 1/s
jump rate k (1/s), k*tau_c, sigma (1/s), distance (angstrom):
  1e+06      0.005   -0.6138  2.780
  1e+07      0.050   -0.5998  2.791
  1e+08      0.500   -0.5058  2.872
  1e+09      5.000   -0.3364  3.074
  1e+10     50.000   -0.2715  3.185
  1e+11    500.000   -0.2868  3.156
  1e+12   5000.000   -0.2897  3.151
fast term / slow term at k = 1e+10 1/s: -0.0636
fast term / slow term at k = 1e+12 1/s: -0.0011
auto-relaxation rate at k = 1e+06 1/s: 0.6243 1/s
p1 if A is misread as an r^-6 average = 0.202
equal lengths 2.5 angstrom, 90 degree jump, fast limit:
  apparent distance = 3.150 angstrom
small molecule: tau_c = 10 ps, k = 1e+10 1/s
  omega*tau_c = 0.0377, k*tau_c = 0.10
  apparent distance = 2.802 angstrom
I-to-S transfer after 0.3 s (fraction of initial I):
  averaged rate matrix = 0.1539
  exchange at 1e+06 1/s = 0.1539
  exchange at 0.01 1/s = 0.1349
```
